# The Tunnel Conductance Parabola and the Asymmetry of a Trapezoidal Barrier

## The problem

A thin oxide of thickness $d$ separates two metals. At zero bias its barrier rises linearly from height $\phi_1$ at electrode 1 to $\phi_2$ at electrode 2, both measured from the common Fermi level. A voltage $V>0$ makes electrode 2 positive, which lowers its Fermi level by $u=eV$. Write

$$\phi=\tfrac12(\phi_1+\phi_2),\qquad \Delta=\phi_2-\phi_1,\qquad K=\frac{2d\sqrt{2m}}{\hbar},\qquad S=K\sqrt\phi .$$

Here $m$ is the electron mass in the barrier and $S$ is the tunnelling action at the Fermi level for a flat barrier of height $\phi$.

Assume zero temperature, conserved transverse momentum, a WKB transmission $D=e^{-\text{action}}$ with no further prefactor, electrode bands wide enough to supply every state that matters, and no image force. The barrier is thick ($S\gg1$) and its asymmetry small ($|\Delta|\ll\phi$).

(a) Write the current density as an integral over energy and expand it to third order in $u$.

(b) Obtain the conductance per area $G=dJ/dV$ to second order in $V$, to leading order in $1/S$ and $\Delta/\phi$.

(c) Find the voltage of minimum conductance and explain its sign.

(d) Find the first correction in $1/S$ to that voltage.

(e) A film with $m=0.40\,m_e$ gives $G(0)=0.1348$ S/cm², $G/G(0)=1+aV+bV^2$ near zero bias with $b=4.119$ V⁻², and a minimum at $V_{\min}=15.52$ mV. Infer $\phi$, $d$ and $\Delta$.

## Hints

1. Use the total energy and the transverse energy as integration variables. At zero temperature the total energy runs between the two Fermi levels.
2. Measure energy from midway between the Fermi levels. Then the mean barrier height does not depend on bias, and only the tilt does.
3. Integrate over transverse energy first. The remaining integrand is smooth on a window of width $u$ centred on zero.
4. For the action, expand the square root in the tilt. The linear term averages to zero.
5. For (d), set $\Delta=0$ inside the coefficients wherever this costs nothing at first order in $\Delta$. The transverse integrals can then be done in closed form.

## Solution

### (a) The current and its expansion

Each transverse wavevector $\mathbf k$ is conserved. With a factor 2 for spin,

$$J=\frac{2e}{(2\pi)^3}\int d^2k\int dk_z\,v_z\,D\,(f_1-f_2).$$

At fixed $\mathbf k$, $v_z\,dk_z=dE/\hbar$, with $E$ the total energy. Let $t=\hbar^2k^2/2m$ be the transverse energy inside the barrier, so that $d^2k=\pi\,d(k^2)=2\pi m\,dt/\hbar^2$. With $E$ measured from the Fermi level of electrode 1, the factor $f_1-f_2$ selects $-u<E<0$, and

$$J=C\int_{-u}^{0}dE\int_0^\infty dt\,D(E-t),\qquad C=\frac{em}{2\pi^2\hbar^3}.$$

The transmission depends on $E-t$ because the decay constant obeys $\hbar^2\kappa^2/2m=\phi_{\rm loc}(x)-(E-t)$. The upper limit of $t$ may be infinite because $D$ falls rapidly with $t$.

Let $z=x/d-\tfrac12$ run from $-\tfrac12$ to $\tfrac12$. The biased barrier is

$$\phi_{\rm loc}=\phi_1+(\Delta-u)(z+\tfrac12)=\phi-\tfrac u2+\delta z,\qquad \delta=\Delta-u .$$

Writing $E-t=-u/2+\varepsilon$ removes the $u/2$, and the action $2\int\kappa\,dx$ becomes

$$S(\varepsilon,\delta)=K\int_{-1/2}^{1/2}\sqrt{\phi-\varepsilon+\delta z}\;dz .$$

Similarly put $E=-u/2+\eta$ and define

$$W(\eta,\delta)=\int_0^\infty D(\eta-t,\delta)\,dt=\int_{-\infty}^{\eta}D(\varepsilon,\delta)\,d\varepsilon .$$

The second form shows that $\partial_\eta W=D$ and $\partial_\eta^2W=\partial_\varepsilon D$. In the Taylor series of $W$ about $\eta=0$ the odd terms integrate to zero over the symmetric window, and $\int_{-u/2}^{u/2}\tfrac12\eta^2d\eta=u^3/24$. With $P(\delta)=W(0,\delta)$,

$$\frac JC=u\,P(\Delta-u)+\frac{u^3}{24}\,\partial_\varepsilon D(0,\Delta-u)+O(u^5).$$

Now expand in the bias-dependent tilt, $P(\Delta-u)=P-uP'+\tfrac12u^2P''-\dots$. In the second term the shift of $\delta$ contributes only from order $u^4$. Hence

$$\frac JC=uP-u^2P'+u^3\left[\frac{P''}{2}+\frac{\partial_\varepsilon D}{24}\right]+O(u^4),$$

with all coefficients taken at $\delta=\Delta$, $\varepsilon=0$.

### (b) The parabola

Since $d/dV=e\,d/du$,

$$\frac{G}{eC}=P-2uP'+3u^2\left[\frac{P''}{2}+\frac{\partial_\varepsilon D}{24}\right]+O(u^3).$$

The coefficients follow from the action. With $h=\phi-\varepsilon$,

$$\sqrt{h+\delta z}=\sqrt h\left[1+\frac{\delta z}{2h}-\frac{\delta^2z^2}{8h^2}+\dots\right].$$

The averages over the barrier are $\langle z\rangle=0$ and $\langle z^2\rangle=1/12$, so

$$S(\varepsilon,\delta)=K\sqrt h\left[1-\frac{\delta^2}{96h^2}+\dots\right],\qquad \frac{\partial S}{\partial\delta}=-\frac{K\delta}{48\,h^{3/2}}.$$

The action falls with energy at the rate $c=-\partial_\varepsilon S=K/(2\sqrt\phi)$. In $P$ we have $\varepsilon=-t$, and the exponential confines $t$ to about $1/c$. This is a small fraction of the barrier height, $1/(c\phi)=2/S$. To leading order we may therefore evaluate slowly varying factors at $t=0$:

$$P=\frac Dc,\qquad \frac{P'}{P}=\frac{K\Delta}{48\phi^{3/2}},\qquad \frac{\partial_\varepsilon D}{P}=\frac{cD}{D/c}=c^2 .$$

The term $P''$ also has to be sized. Differentiating twice,

$$\frac{P''}{P}=\frac{K}{48\phi^{3/2}}+\left(\frac{K\Delta}{48\phi^{3/2}}\right)^2=c^2\left[\frac1{12S}+\frac{\Delta^2}{576\,\phi^2}\right].$$

Inside the bracket of $G$, $P''/2$ is thus smaller than $c^2P/24$ by $1/S$ in its first part and by $\Delta^2/(48\phi^2)$ in its second. Both are dropped here. The result is

$$\frac{G(V)}{G(0)}=1-\frac{K\Delta}{24\phi^{3/2}}\,eV+\frac{K^2}{32\phi}\,(eV)^2 .$$

With $A=2K/3=4d\sqrt{2m}/(3\hbar)$ this is the Brinkman-Dynes-Rowell form,

$$\boxed{\frac{G(V)}{G(0)}=1-\frac{A\Delta}{16\,\phi^{3/2}}\,eV+\frac{9A^2}{128\,\phi}\,(eV)^2}$$

The two coefficients have different origins. The quadratic one equals $c^2/8$: bias widens the energy window, and the gain at its upper edge exceeds the loss at its lower edge. The linear one comes from the change of tilt.

The bias range is set by the same $c$. For a purely exponential $D$ with fixed tilt, $J\propto\sinh(cu/2)$ and $G\propto\cosh(cu/2)=1+c^2u^2/8+c^4u^4/384+\dots$. The quartic term is smaller than the quadratic one by $c^2u^2/48$, so the parabola needs $cu=Su/(2\phi)$ to be not much above 1.

### (c) The minimum

Setting the derivative of the parabola to zero,

$$eV_{\min}=\frac{K\Delta}{24\phi^{3/2}}\cdot\frac{32\phi}{2K^2}=\frac{2\Delta}{3K\sqrt\phi}=\frac{2\Delta}{3S},\qquad\text{so}\qquad \Delta=\tfrac32\,S\,eV_{\min}.$$

The square root is concave, so at a given mean height the flat barrier has the largest action. Bias flattens the barrier when $u$ moves towards $\Delta$. The conductance is therefore lowered first at the polarity that makes the higher-barrier electrode positive. The minimum stays far short of $u=\Delta$, because the widening energy window raises $G$ for both polarities and soon dominates. For a thick barrier the offset is a small fraction $2/(3S)$ of the asymmetry.

### (d) The first correction

To first order in $\Delta$ we need $P'(\Delta)=\Delta\,P''(0)$, since $P$ is even in $\delta$, and the other coefficients at $\delta=0$. Higher odd terms of $G$ are proportional to $\Delta$ and to at least $u^3$, and higher even terms to at least $u^4$. As $u_{\min}$ is itself of order $\Delta$, they do not affect this order.

At $\delta=0$ the action is $K\sqrt{\phi+t}$. Substitute $\phi+t=\phi y^2$, $dt=2\phi y\,dy$:

$$P(0)=2\phi\int_1^\infty y\,e^{-Sy}dy=2\phi\,e^{-S}\left(\frac1S+\frac1{S^2}\right)=\frac{2(S+1)e^{-S}}{K^2},$$

$$P''(0)=\int_0^\infty\frac{K\,e^{-K\sqrt{\phi+t}}}{48(\phi+t)^{3/2}}\,dt=\frac{K}{24\sqrt\phi}\,E_2(S),\qquad E_2(S)=\int_1^\infty\frac{e^{-Sy}}{y^2}\,dy .$$

Also $\partial_\varepsilon D=c\,e^{-S}=Ke^{-S}/(2\sqrt\phi)$. With $R=e^{-S}/E_2(S)$ this means $\partial_\varepsilon D=12R\,P''(0)$. The condition $dG/du=0$ reads

$$u_{\min}=\frac{P'}{3\left[P''/2+\partial_\varepsilon D/24\right]}=\frac{\Delta\,P''(0)}{\tfrac32P''(0)\,(1+R)}=\frac{2\Delta}{3(1+R)} .$$

For large $S$ put $y=1+s/S$ and expand $y^{-2}$:

$$E_2=\frac{e^{-S}}S\int_0^\infty e^{-s}\left(1-\frac{2s}{S}+\dots\right)ds=\frac{e^{-S}}S\left(1-\frac2S+\dots\right).$$

Hence $R=S+2+O(1/S)$, and

$$\boxed{eV_{\min}\simeq\frac{2\Delta}{3(S+3)},\qquad \Delta\simeq\tfrac32\,(S+3)\,eV_{\min}}$$

The same integrals give the curvature at $\Delta=0$. First, $\partial_\varepsilon D/P=K^3/[4\sqrt\phi\,(S+1)]=c^2/(1+1/S)$. Then

$$b=\frac{3}{P}\left[\frac{P''}2+\frac{\partial_\varepsilon D}{24}\right]=\frac{\partial_\varepsilon D}{8P}\left(1+\frac1R\right)=\frac{c^2}{8}\,\frac{1+1/R}{1+1/S}.$$

Because $1/R$ and $1/S$ differ by about $2/S^2$, the correction of order $1/S$ cancels. The leading formula is therefore better for the curvature than for the offset.

### (e) Reading the film

Use energies in eV, so that $u$ in eV equals $V$ in volts. For $m=0.40\,m_e$ the prefactor is $C=6.473\times10^9$ A cm⁻² eV⁻².

The curvature gives the decay rate:
$$c=\sqrt{8b}=\sqrt{8\times4.119}=5.740\ \text{eV}^{-1}.$$

The zero-bias conductance gives the action. From $P(0)$ and $1/c=2S/K^2$,
$$G(0)=\frac Cc\left(1+\frac1S\right)e^{-S}\quad\Rightarrow\quad S=\ln\frac{C}{c\,G(0)}+\ln\left(1+\frac1S\right)=22.85+0.04=22.89 .$$

Since $S=K\sqrt\phi$ and $c=K/(2\sqrt\phi)$, the mean height is
$$\phi=\frac S{2c}=\frac{22.89}{11.48}=1.99\ \text{eV}.$$

Then $K=2c\sqrt\phi=16.21$ eV$^{-1/2}$. For this mass $K/d=6.480$ eV$^{-1/2}$ nm⁻¹, so $d=2.50$ nm. The offset gives
$$\Delta=\tfrac32\times25.89\times0.01552=0.60\ \text{eV}.$$

The leading formula, with its own $S=22.85$, would give $\Delta=0.53$ eV.

The data are synthetic. They were computed by numerical integration of the WKB current for $\phi_1=1.70$ eV, $\phi_2=2.30$ eV and $d=2.50$ nm, so the true asymmetry is 0.60 eV. The leading formula is low by 11% of that value and the corrected one agrees within 1%. In the forward direction, $2\Delta/3S$ predicts 17.5 mV and $2\Delta/3(S+3)$ predicts 15.4 mV, against the computed 15.5 mV.

At $+0.1$ V the full $G/G(0)$ is 1.028 and the leading parabola gives 1.027. At $-0.2$ V the values are 1.200 and 1.193. There $cu$ has magnitude 1.15 and the gap is 0.007. The quartic term of the full $G$ supplies 0.0057 of it (the estimate in (b) gives 0.0045) and the error in the quadratic coefficient 0.0007, while the cubic term ($+0.0036$) and the error in the linear coefficient ($-0.0031$) nearly cancel.

The minimum itself is very shallow: $G$ lies below $G(0)$ by $bV_{\min}^2\approx0.1\%$. It is more practical to take $a$ from the difference between the two polarities at small bias and use $V_{\min}=-a/(2b)$. The cubic term of $G$ also enters that difference: for this film, with $b$ taken from $G(0)$ and the same two readings, $\pm0.05$ V still gives $\Delta$ within 1%, but $\pm0.2$ V gives 0.67 eV. An error of 1 mV in the voltage zero shifts $\Delta$ by $\tfrac32(S+3)\times1$ meV, about 39 meV.

### How far a real film follows this

The parameters are rough values for a thin alumina tunnel layer between metals. At 2.5 nm the film is very resistive: $1/G(0)$ is about 7 Ω cm². The largest field in the range used, 3.2 MV/cm at $-0.2$ V, is below a rough breakdown field of 10 MV/cm.

Each neglected effect below was added alone to the computed current, with the other parameters fixed, and the corrected inversion was then repeated.

- Heating to 358 K raises $G(0)$ by 5% and leaves $\Delta$ at 0.60 eV.
- A thickness spread of 0.10 nm rms raises $G(0)$ by a factor 1.6 and gives $\Delta=0.61$ eV.
- An image force with relative permittivity 3.0 raises $G(0)$ by a factor 19. The inversion then returns $\phi=1.59$ eV and $\Delta=0.55$ eV.

These shifts hold for the sizes chosen, and the effect of thickness spread grows quickly: 0.2 nm rms gives $\Delta=0.65$ eV with a fitted $d$ of 2.2 nm, and 0.3 nm rms gives $\Delta$ of about 0.7 eV with a fitted $d$ below 1.9 nm. The two variations treat assumptions whose failure, in the examples given, does more damage to $\Delta$ than the effects listed here. Current through defects in the oxide, which real films can carry, is not sized here.

## Variation 1: abrupt interfaces and unlike electrodes

**Question.** Replace the smooth WKB connection by sharp interfaces. Can a barrier with $\Delta=0$ then show an offset?

**Solution.** Let $v$ be the normal velocity in an electrode and $w=\hbar\kappa/m$ the corresponding quantity just inside the barrier. At an interface $\psi$ and $\psi'/\text{mass}$ are continuous. A unit wave incident on a thick barrier enters with $|\psi|^2=4v_1^2/(v_1^2+w_1^2)$. The WKB amplitude reaches the far side with its square multiplied by $(w_1/w_2)e^{-S}$. Matching to the outgoing wave multiplies it by $4w_2^2/(v_2^2+w_2^2)$. With the flux ratio $v_2/v_1$,

$$D=\frac{16\,v_1v_2w_1w_2}{(v_1^2+w_1^2)(v_2^2+w_2^2)}\,e^{-S}.$$

If bias changes this prefactor by a factor $1+qu$, then $J$ gains a term $qu^2$ relative to its linear coefficient, $G/G(0)$ gains $2qu$, and the minimum moves by $-q/b$. Each interface contributes

$$\frac{d}{du}\ln\frac{vw}{v^2+w^2}=\frac12\,\frac{v^2-w^2}{v^2+w^2}\,\frac{d}{du}\left(\ln w^2-\ln v^2\right).$$

Take a symmetric barrier of 2.0 eV, and electrodes with free-electron mass and Fermi energies of 5 and 10 eV. In units of $2\,\text{eV}/m_e$, $w^2=2.0/0.40=5$ on both sides, $v_1^2=5$ and $v_2^2=10$. The first interface contributes nothing, since $v_1=w_1$. At the midpoint energy the second has barrier height $2.0-u/2$ and kinetic energy $10+u/2$, so

$$q=\tfrac12\cdot\tfrac13\left(-\tfrac14-\tfrac1{20}\right)=-0.05\ \text{eV}^{-1},\qquad V_{\min}\approx\frac{0.05}{4.1}\ \text{V}\approx12\ \text{mV}.$$

Full wave matching gives 11.8 mV. The inversion of (e) would report an asymmetry of 0.43 eV where there is none.

With equal Fermi energies of 5 eV and the original $\Delta=0.60$ eV, sharp interfaces reduce the offset from 15.5 to 10.8 mV, and the inferred asymmetry is 0.40 eV. The offset measures the barrier alone only if the interface prefactor is known or varies negligibly with bias.

## Variation 2: a two-band barrier

**Question.** Deep in an oxide gap $E_g$ the decay may follow the Franz dispersion, in which the local height $h$ is replaced by $h(1-h/E_g)$. What happens to the parabola for $E_g=6.5$ eV at the same band-edge mass?

**Solution.** The action is now $K\int\sqrt{h(1-h/E_g)+t}\,dz$, with $h$ set by the total energy. Let $f(h)=\sqrt{h-h^2/E_g}$. Differentiating $f^2$ twice gives

$$f'=\frac{1-2h/E_g}{2f},\qquad f''=-\frac1{4f^3}.$$

At $h=2.0$ eV, $f=1.177$ eV$^{1/2}$ and $f^3=1.629$ eV$^{3/2}$. The decay rate with total energy is $c_E=Kf'=2.65$ eV⁻¹, less than half the previous 5.73 eV⁻¹, because the decay constant is stationary at midgap.

The expansion in (a) still holds with $\partial_\varepsilon D$ replaced by $\partial_\eta^2W$. Evaluating the derivatives of the action at $t=0$, where the transverse integral has most weight,

$$\frac{\partial_\eta^2W}{W}\approx c_E^2+\frac{K}{4f^3}=7.0+2.5=9.5\ \text{eV}^{-2}.$$

The tilt terms are $P'/P\approx K\Delta/(48f^3)=0.124$ eV⁻¹ and $P''/P\approx0.207+0.124^2=0.223$ eV⁻². Therefore

$$b\approx\frac{9.5}8+\frac32\times0.223=1.5\ \text{V}^{-2},\qquad V_{\min}\approx\frac{2\times0.124}{2\times1.5}\ \text{V}\approx0.08\ \text{V}.$$

Numerical integration gives 1.41 V⁻² and 84 mV. The parabola is flatter, and its linear coefficient is larger in magnitude (leading estimates: 0.25 V⁻¹ against 0.14 V⁻¹ for the constant-mass barrier). Both changes move the minimum further for the same tilt. Read with the constant-mass formulas, this film would appear to have $\phi=2.9$ eV, $d=1.8$ nm and $\Delta=2.9$ eV instead of 2.0 eV, 2.5 nm and 0.60 eV.

An independent thickness measurement can expose this failure, since the fitted $d$ is far too small, but only if the barrier mass is also known independently. The data fix essentially the product $d\sqrt m$: with $d$ held at 2.5 nm and the mass left free, the same curve is fitted by $m\approx0.2\,m_e$ and $\Delta\approx2.8$ eV. A small fitted $d$ can also come from a large thickness spread or an overestimated mass. Without such a check, the inferred $\Delta$ is a parameter of the constant-mass model and need not be the difference between the two barrier heights. The computed values for all these cases are listed in the numerical output below.

## Calculated quantities

```
barrier heights phi1, phi2 = 1.70, 2.30 eV
mean phi = 2.00 eV, asymmetry Delta = 0.60 eV
thickness = 2.50 nm, barrier mass = 0.40 m_e
K = 16.201 eV^-1/2, A = 10.801 eV^-1/2
action S = 22.912, decay rate c = 5.728 eV^-1
current prefactor C = 6.4732e+09 A cm^-2 eV^-2
R = exp(-S)/E2(S) = 24.837
G(0) from full current = 1.3478e-01 S/cm2
linear coefficient: full -0.1275, leading -0.1432 1/V
quadratic coefficient: full 4.1186, leading 4.1011 1/V2
V_min: full 15.52 mV
V_min: leading formula 17.46 mV
V_min: S+3 formula 15.44 mV
G/G(0) at -0.2 V: full 1.1998, parabola 1.1927
G/G(0) at -0.1 V: full 1.0548, parabola 1.0553
G/G(0) at +0.1 V: full 1.0283, parabola 1.0267
G/G(0) at +0.2 V: full 1.1413, parabola 1.1354
leading inversion: S = 22.848, phi = 1.990 eV,
   d = 2.499 nm, Delta = 0.532 eV
corrected inversion: S = 22.890, phi = 1.994 eV,
   d = 2.502 nm, Delta = 0.603 eV
thick-barrier test: d = 20 nm, S = 183.3, S(1-ratio) = 2.941
interface test: T exact/matched = 1.0005
V_min WKB with interface factors = 10.35 mV
inputs: spread 0.10 nm rms, permittivity 3.0, gap 6.5 eV
electrode EF: equal 5, 5 eV; unequal 5, 10 eV
image energy at mid-barrier = -0.133 eV
largest field, at -0.2 V = 3.20 MV/cm
Corrected inversion applied to each current:
case: G(0) S/cm2 | quadratic 1/V2 | V_min mV | phi eV | d nm | Delta eV
baseline WKB, 0 K: 1.348e-01 | 4.119 | 15.52 | 1.994 | 2.502 | 0.603
300 K: 1.396e-01 | 4.147 | 15.57 | 1.984 | 2.504 | 0.604
358 K: 1.417e-01 | 4.160 | 15.59 | 1.979 | 2.505 | 0.604
thickness spread: 2.135e-01 | 3.814 | 16.04 | 2.034 | 2.431 | 0.613
image force: 2.616e+00 | 4.846 | 15.99 | 1.594 | 2.426 | 0.548
abrupt interfaces: 5.342e-01 | 4.047 | 10.77 | 1.891 | 2.415 | 0.396
abrupt, unequal EF, Delta=0: 5.044e-01 | 3.901 | 11.75 | 1.933 | 2.397 | 0.433
two-band Franz: 5.389e+00 | 1.412 | 84.45 | 2.938 | 1.778 | 2.881
```
